# Why MRCISD Is Not Size Consistent Although Its CAS Reference Is

Take a molecule with only two states: a reference $|0\rangle$ at energy zero and a doubly excited state $|d\rangle$ at energy $\Delta>0$, coupled by a real matrix element $v$. The lower root of its $2\times2$ Hamiltonian is

$$E_1=\tfrac12\left(\Delta-\sqrt{\Delta^2+4v^2}\right).$$

Put a second copy so far away that the Hamiltonian is a sum, $H=H_A+H_B$. The pair has four states, $|00\rangle$, $|d0\rangle$, $|0d\rangle$ and $|dd\rangle$, and its exact ground energy is $2E_1$. Now apply the rule "at most a double excitation" to the pair. The state $|dd\rangle$ is a quadruple excitation and drops out. Of the other two excited states only the combination $|s\rangle=(|d0\rangle+|0d\rangle)/\sqrt2$ couples to $|00\rangle$. The coupling is $(v+v)/\sqrt2=\sqrt2\,v$, and the energy of $|s\rangle$ is $\Delta$, because a sum of one-molecule Hamiltonians cannot turn $|d0\rangle$ into $|0d\rangle$. Hence

$$E_2=\tfrac12\left(\Delta-\sqrt{\Delta^2+8v^2}\right).$$

With $x=v^2/\Delta^2\ll1$ and $\sqrt{1+y}\approx1+y/2-y^2/8$, these become $E_1\approx\Delta(-x+x^2)$ and $E_2\approx\Delta(-2x+4x^2)$, so

$$E_2-2E_1\approx2\Delta x^2>0.$$

The pair lies too high, although each molecule alone was treated exactly. The rule was applied to the whole system, and two permitted excitations on different molecules together break it.

## The belief and its appeal

A method is called size consistent here if its energy for fragments that do not interact is the sum of its energies for the separate fragments. The belief is that multireference configuration interaction with single and double excitations (MRCISD) has this property when it starts from a complete active space (CAS), because the CAS has it.

Half of this is right. Let $P_{\rm CAS}$ project on the CAS of the pair, and let its active space be the union of the two fragment active spaces, in orbitals localized on the fragments. This CAS contains every product of a CAS state of $A$ with a CAS state of $B$. If $\phi_A$ and $\phi_B$ are the fragment CAS ground states, each a solution of its own projected problem, then

$$P_{\rm CAS}(H_A+H_B)\,\phi_A\phi_B=(E_A+E_B)\,\phi_A\phi_B .$$

The product is an eigenstate with the additive energy. It is the ground state of the pair if no other distribution of electrons or spins lies lower, which holds for the singlet molecules below. The union matters: two molecules with two active orbitals each need four in the joint calculation.

It is tempting to continue that a correction built on a sound base stays sound, the more so as MRCISD includes many triple and quadruple excitations relative to any one determinant. But those extra excitations have at most two electrons outside the active space. When all electrons are active, as in the example below, this limit on external electrons decides the matter; inactive orbitals bring a like limit on holes. A larger reference can make the error smaller, but the limit stays, and the error stays with it as long as both fragments have external doubles.

## What is missing for two hydrogen molecules

Consider H$_2$ in the 6-31G basis, with clamped nuclei and no relativity. There are four orbitals. Two are active, $\sigma_g$ and $\sigma_u$, written $g$ and $u$; two are external, $g'$ and $u'$. The reference is CASSCF(2,2). One molecule has two electrons, so at most two can be external: uncontracted MRCISD is full CI for one molecule. Full CI is the limit within this basis, not the true energy of H$_2$.

Let $e$ be this energy and $\psi$ the normalized ground state. Split it as

$$\psi=\psi_0+\chi,\qquad \langle\psi_0|\chi\rangle=0,\qquad \langle\chi|\chi\rangle=w,\qquad \langle\psi_0|\psi_0\rangle=1-w,$$

where $\psi_0$ lies in the CAS space and $\chi$ has one or two external electrons. The exact state of the distant pair is

$$\Psi=\psi\psi=\psi_0\psi_0+\psi_0\chi+\chi\psi_0+\chi\chi .$$

(The two electron groups are understood to be antisymmetrized; for separated fragments this changes none of the matrix elements used here.) MRCISD of the pair keeps all determinants with at most two external electrons. The first three terms are kept. In $\chi\chi$, label the parts by the numbers of external electrons on $A$ and $B$. The part $(1,1)$ is kept, while $(2,2)$, $(1,2)$ and $(2,1)$ are missing. So products of fragment doubles are missing, and so are products of a single with a double.

The second kind is small here, for a reason that can be derived. The CASSCF state is $\phi=c_g|g\bar g\rangle+c_u|u\bar u\rangle$. Change $g$ into $g+\kappa g'$ with small $\kappa$. To first order the state changes by

$$\delta\phi=\kappa c_g\left(|g'\bar g\rangle+|g\bar g'\rangle\right)=\sqrt2\,\kappa c_g\,|S_{gg'}\rangle,$$

where $|S_{gg'}\rangle$ is the normalized singlet single excitation. It is orthogonal to $\phi$, so the energy changes by $2\langle\phi|H|\delta\phi\rangle$. Optimized orbitals make this vanish, hence $\langle\phi|H|S_{gg'}\rangle=0$ if $c_g\ne0$. The same argument with $u$ and $u'$ removes $|S_{uu'}\rangle$, and inversion symmetry removes singles such as $|S_{gu'}\rangle$. Singles enter $\psi$ indirectly, through other states that are mixed in.

At a bond length of 3.0 bohr the calculated coupling of the CASSCF state to singles is below $10^{-6}$ hartree, against 0.0393 hartree for doubles. The weights in $\psi$ are $4.9\times10^{-6}$ for one external electron and $2.84\times10^{-4}$ for two.

## The error as a coupling

Let $P$ project on the MRCISD space of the pair and let $Q=1-P$. The MRCISD state $\Phi$ satisfies $P\Phi=\Phi$ and $PH\Phi=E\Phi$. Evaluate $\langle\Psi|H|\Phi\rangle$ in two ways. Acting to the left, $H$ gives $2e\langle\Psi|\Phi\rangle$. Inserting $P+Q=1$ to the left of $H$ gives

$$\langle\Psi|H|\Phi\rangle=\langle\Psi|PH\Phi\rangle+\langle Q\Psi|H|\Phi\rangle=E\langle\Psi|\Phi\rangle+\langle Q\Psi|H|\Phi\rangle .$$

Equating the two results, the size-consistency error is

$$\delta=E-2e=-\frac{\langle Q\Psi|H|\Phi\rangle}{\langle\Psi|\Phi\rangle}.$$

No approximation has been made, provided the overlap is not zero. The error is the coupling of the MRCISD state to the missing part of the exact state, and it splits into a sum over the missing classes.

Determinants that move electrons from one molecule to the other do not contribute. For separated fragments $H$ conserves the number of electrons on each. So does $P$, because it selects determinants of localized orbitals. The charge-transfer determinants therefore form blocks of their own.

The numerical check places a second molecule 1000 bohr away and diagonalizes the actual Hamiltonian of the four-electron system. The pair has 784 determinants with $M_S=0$. MRCISD keeps 556 and loses 228: 18 double×double, 80 single×double and 130 charge-transfer determinants. The energies in hartree are:

| Level | Pair | Twice one molecule |
|---|---:|---:|
| CASSCF | −2.088093959 | −2.088093959 |
| MRCISD | −2.089417664 | −2.089418051 |
| full CI | −2.089418051 | −2.089418051 |

The digits are needed to show small differences between calculations in one basis; they are not a claim about real hydrogen. The size of the error depends strongly on the basis, because 6-31G has only two external orbitals per molecule: at the same bond length the MRCISD error of the pair, 0.386 microhartree here, is 16 in cc-pVDZ, 60 in cc-pVTZ and 80 in cc-pVQZ. Numbers below refer to 6-31G unless another basis is named. The CASSCF energy of the pair was also reoptimized from disturbed orbitals, starting 0.030 hartree higher, and it returned to the additive value.

The MRCISD error is $\delta=0.386$ microhartree ($\mu E_h$) relative to twice the one-molecule energy. In the identity above, the double×double class supplies 0.381 and the single×double class about 0.005 $\mu E_h$. Putting determinants back tells the same story:

- with double×double restored, 0.011 $\mu E_h$ of error remains;
- with single×double restored, 0.384 $\mu E_h$ remains;
- with both restored, the error vanishes within the numerical tolerance;
- with the missing charge-transfer determinants restored instead, it stays at 0.386 $\mu E_h$.

The gains from the two product classes do not add up to $\delta$, and nothing requires them to. The Hamiltonian of one molecule connects a single to a double, so it couples the $(1,2)$ and $(2,1)$ parts directly to the $(2,2)$ part. A class restored alone lacks this coupling and takes amplitudes other than those it has in $\Psi$. The identity uses the amplitudes of the exact state.

## How the error grows

For $N$ distant copies, a bound on the error follows from one molecule alone. Let $h$ be the Hamiltonian of one molecule and define

$$D=\frac{\langle\psi_0|h|\psi_0\rangle}{\langle\psi_0|\psi_0\rangle}-e\ \ge 0 .$$

This is the energy that $\psi$ gains from its external part. Project $h\psi=e\psi$ on $\psi_0$:

$$\langle\psi_0|h|\psi_0\rangle+\langle\psi_0|h|\chi\rangle=e(1-w).$$

The first term is $(1-w)(e+D)$ by the definition of $D$. Therefore

$$\langle\psi_0|h|\chi\rangle=-(1-w)D .$$

Take as trial state the part of the exact product in which at most one molecule is in $\chi$:

$$T=\prod_i\psi_0(i)+\sum_i\chi(i)\prod_{j\ne i}\psi_0(j).$$

It has at most two external electrons, so it lies in the MRCISD space. Its terms are mutually orthogonal, and

$$\langle T|T\rangle=(1-w)^N+Nw(1-w)^{N-1}=(1-w)^{N-1}\left[1+(N-1)w\right].$$

Write the exact state as $\Psi=T+R$, where $R$ has two or more molecules in $\chi$. Since $(H-Ne)\Psi=0$ and $\langle T|R\rangle=0$,

$$\langle T|H-Ne|T\rangle=-\langle T|H-Ne|R\rangle=-\langle T|H|R\rangle .$$

Each term of $H$ acts on one molecule. It can therefore connect a term of $T$ with molecule $i$ in $\chi$ only to a term of $R$ with $i$ and one further molecule $j$ in $\chi$. The matrix element is a product of three factors: $w$ from molecule $i$, $\langle\psi_0|h|\chi\rangle=-(1-w)D$ from molecule $j$, and $(1-w)^{N-2}$ from the others. There are $N(N-1)$ ordered choices of $i$ and $j$, so

$$\langle T|H-Ne|T\rangle=N(N-1)\,w\,(1-w)^{N-1}D .$$

Dividing by the norm and using the variational principle within the MRCISD space gives

$$0<\delta_N\le\frac{N(N-1)\,wD}{1+(N-1)w},\qquad N\ge2 .$$

The lower limit is strict if the exact ground state is not degenerate and $\chi$ contains doubles, because $\Psi$ then has a part outside the MRCISD space.

At 3.0 bohr, $w=2.891\times10^{-4}$ and $D=670.3\ \mu E_h$. For two molecules the bound is

$$\frac{2\times2.891\times10^{-4}\times670.3\ \mu E_h}{1.000289}=0.387\ \mu E_h,$$

just above the calculated 0.386 $\mu E_h$. For six molecules the calculated error is 5.78 $\mu E_h$, about 15 times that of the pair, and six molecules form 15 pairs. This growth with the number of pairs belongs to the regime $Nw\ll1$. For very large $N$ the bound per molecule tends to $D$; that limits the loss per molecule but does not give its value.

The same reasoning shows when the error is absent. If molecule $B$ has no external part, then $\Psi=\psi_A\psi_{0,B}$. When $\psi_A$ has at most two external electrons, this product lies in the MRCISD space and nothing is lost. Agreement in such a case says nothing about two fragments that both have external correlation.

Stretching the bond from 1.4 to 4.0 bohr makes this particular error smaller. The pair error is 29.3 $\mu E_h$ at 1.4 bohr, 7.32 at 2.0, 0.386 at 3.0 and 0.012 at 4.0. From the first to the last of these, $w$ falls by a factor of about 53 and $D$ by about 47. Their product, which sets the bound, falls by about 2500, as does the error. The factor belongs to this basis: in cc-pVTZ the error falls from 322 to 5.2 $\mu E_h$, by about 60. The stretched pair disproves the belief, but a small error there is no measure of the error at other bond lengths.

## What the corrections repair

The Davidson correction adds

$$\Delta E_Q=(1-c_0^2)\,(E_{\rm MRCISD}-E_{\rm CAS}),$$

where $c_0^2$ is the weight of the whole reference space in the normalized MRCISD state. For $N$ molecules with $Nw\ll1$ the external weight is about $Nw$. The energy difference is about $-ND$, if one neglects the small change of the CAS coefficients between the CASSCF state and $\psi_0$. (At 3.0 bohr, CASSCF lies 662 $\mu E_h$ above full CI, while $D$ is 670 $\mu E_h$.) The error $\delta_N$ was only bounded from above, but in the calculation it lies within half a per cent of the bound for every $N$ computed, so take $\delta_N\approx N(N-1)wD$. To leading order, then,

$$\delta_N+\Delta E_Q\approx N(N-1)wD-N^2wD=-NwD .$$

The leading quadratic terms cancel, and what remains at this order is proportional to $N$. For a few molecules the corrected energy is therefore nearly additive, but it lies below full CI. The condition $Nw\ll1$ is not enough for this conclusion. The neglected terms are of order $N^2w$ times the 8 $\mu E_h$ difference just mentioned and of order $N^3w^2D$, and they are small beside $NwD$ only while $N$ and $N^2w$ are small enough. For larger $N$ neither the size nor the sign of the remainder follows. The drift is already visible: the error per molecule is −0.191 $\mu E_h$ for one molecule and −0.178 for six. The calculation shows both the near additivity and the overshoot. For one molecule, where MRCISD was already full CI, the correction introduces an error of −0.191 $\mu E_h$. For the pair it replaces +0.386 by −0.378 $\mu E_h$ relative to full CI. Relative to twice the corrected energy of one molecule, however, the pair is off by only 0.0045 $\mu E_h$. Size consistency has been nearly restored. For the pair the absolute error has hardly shrunk, but that is special to $N=2$, where $N(N-1)wD$ equals $NwD$; for six molecules the error relative to full CI goes from +5.78 to −1.07 $\mu E_h$.

The averaged coupled-pair functional (MR-ACPF) acts on the cause. It makes stationary

$$F=\frac{\langle\Phi|H-E_{\rm CAS}|\Phi\rangle}{\langle\Phi_0|\Phi_0\rangle+\frac{2}{n}\langle\Phi_x|\Phi_x\rangle},$$

where $\Phi_0$ and $\Phi_x$ are the reference and external parts of $\Phi$, $n$ is the number of correlated electrons, and the energy is $E_{\rm CAS}+F$. For $N$ hydrogen molecules $2/n=1/N$. Varying the external part gives

$$\left[(H-E_{\rm CAS})\Phi\right]_x=\frac{F}{N}\,\Phi_x ,$$

whereas MRCISD has the full correlation energy in place of $F/N$.

To see why the smaller shift is right, let $\varepsilon$ be the CASSCF energy of one molecule and look at the exact equation for molecule $i$ in $\chi$ and all others in $\psi_0$. The right side carries the correlation energy of all molecules, $N(e-\varepsilon)$. On the left, each other molecule $j$ contributes

$$\langle\psi_0|h-\varepsilon|\psi_0+\chi\rangle=(e-\varepsilon)(1-w),$$

where $1-w$ is the norm factor that also stands on the right. These $N-1$ contributions cancel all but one share on the right. They need the term with both $i$ and $j$ in $\chi$. MRCISD lacks its main part, so the cancellation fails and the right side is too large in magnitude. MR-ACPF leaves the term out as well, but puts one share on the right from the start.

The replacement is not perfect, since without that term molecule $j$ still contributes $\langle\psi_0|h-\varepsilon|\psi_0\rangle$, which is small but not zero. Divided by the norm it is the 8 $\mu E_h$ difference met above, which suggests a residual of order $N(N-1)w\times8\ \mu E_h$, or 0.005 $\mu E_h$ for the pair; this gives the order and the growth with $N$, not the exact value. The equal shares also rely on the fragments being identical electron pairs. For two different pairs $A$ and $B$, the right shift for $A$ is about $-D_A$. MRCISD uses $-(D_A+D_B)$, too large in magnitude by $D_B$, and to leading order this costs $w_AD_B$; with the like term for $B$ the error is $w_AD_B+w_BD_A$. MR-ACPF uses the average $-(D_A+D_B)/2$, so the same estimate gives $w_A(D_B-D_A)/2+w_B(D_A-D_B)/2=-\tfrac12(w_A-w_B)(D_A-D_B)$. With one molecule at 1.4 bohr ($w=2.71\times10^{-3}$, $D=5436\ \mu E_h$) and the other at 3.0 bohr, these estimates are +3.4 $\mu E_h$ for MRCISD and −5.8 $\mu E_h$ for MR-ACPF, and diagonalization gives +3.37 and −5.77, so in this basis the functional is then no improvement. The outcome depends on how unequal the fragments are: in cc-pVTZ, where $w$ and $D$ differ less in proportion between the two bond lengths, the same pair gives +140 $\mu E_h$ for MRCISD and −25 for MR-ACPF. For identical molecules at 3.0 bohr, the calculation shows that MR-ACPF leaves 0.0038 $\mu E_h$ for the pair and 0.057 $\mu E_h$ for six molecules, in each case about one per cent of the MRCISD error (for the pair in cc-pVTZ, about three per cent).

## Computed values

```
H-H distance 3.0 bohr, pair separation 1000 bohr, basis 6-31G
One molecule
  CASSCF(2,2) energy          -1.044046979 Eh
  MRCISD = full-CI energy     -1.044709025 Eh
  CASSCF minus full CI        662.046 uEh
  D                           670.281 uEh
  weights, 0/1/2 external     0.99971093 4.934e-06 2.841e-04
  total external weight w     2.890748e-04
  CAS coupling to singles     2.9e-07 Eh
  CAS coupling to doubles     0.039272 Eh
Determinants of the pair (M_S = 0)
  all 784, CAS 36, MRCISD 556, missing 228
  missing double x double     18
  missing single x double     80
  missing charge transfer     130
Pair energies
  CAS(4,4)                    -2.088093959 Eh
  CAS(4,4), disturbed start   -2.057997570 Eh
  CASSCF(4,4), reoptimized    -2.088093959 Eh
  twice one-molecule CASSCF   -2.088093959 Eh
  MRCISD                      -2.089417664 Eh
  full CI                     -2.089418051 Eh
  twice one-molecule MRCISD   -2.089418051 Eh
Pair energy minus twice one-molecule full CI
  MRCISD (delta)              0.3863 uEh
  + double x double           0.0108 uEh
  + single x double           0.3836 uEh
  + both product classes      0.0000 uEh (size)
  + charge transfer only      0.3863 uEh
Identity: double x double     0.3809 uEh
Identity: single x double     0.0055 uEh
N molecules, all in uEh; +Q = Davidson-corrected MRCISD
  N   delta     bound     +Q-N*FCI  +Q-N*(+Q of one)  ACPF-N*FCI
  1    0.0000    0.0000    -0.1914       0.0000         0.0000
  2    0.3863    0.3874    -0.3783       0.0045         0.0038
  3    1.1584    1.1619    -0.5600       0.0141         0.0114
  4    2.3153    2.3231    -0.7359       0.0296         0.0229
  6    5.7815    5.8045    -1.0677       0.0806         0.0571
Bond scan: R (bohr), D (uEh), w, pair delta (uEh), bound (uEh)
  1.4   5436.154 2.7097e-03   29.2889   29.3813
  2.0   2837.730 1.2955e-03    7.3247    7.3433
  3.0    670.281 2.8907e-04    0.3863    0.3874
  4.0    116.097 5.1376e-05    0.0119    0.0119
```
